# Must atomic layer etching remove one atomic plane per cycle?

## Question

I am learning about directional atomic layer etching (ALE). In the first half of each cycle a reactant modifies the surface; in the second half, low-energy ions arriving along the surface normal remove the modified material. Both halves are supposed to be self-limiting.

I took the name literally: one cycle removes one atomic plane of the crystal. If I divide the total etched depth by the number of cycles, I should then get the plane spacing. Suppose I get half of it, or several times it. Does that mean the process is not ALE? And how could a cycle remove a fractional number of planes, when atoms come only whole?

## Answer

Neither result disqualifies the process. Self-limitation says that each half-step stops by itself when its exposure is prolonged. It does not say at what depth it stops. In the models below that depth is set by how the reactant occupies or penetrates the surface, and the plane spacing need not enter. In a real process the removal ions, which at tens of eV can travel several plane spacings into the solid, may also damage and mix the top layers and so help set the depth; the models leave this out.

### What is being counted

Let \(N\) be the number of substrate atoms removed per unit area in one cycle, and \(n\) the number of substrate atoms per unit volume of the unmodified crystal. The etch per cycle is the depth of crystal that held these atoms:

\[
\mathrm{EPC}=\frac{N}{n}.
\]

This is an average over the surface. If planes are equally spaced by \(d\), each holds \(nd\) atoms per area, so the number of planes removed is \(N/(nd)=\mathrm{EPC}/d\). Nothing makes this average an integer: if some surface sites lose an atom and others do not, it is a fraction.

I measure the modified depth \(X\) in the same way, as the thickness of original crystal whose atoms have been modified. The film itself may be thicker, because it also contains reactant. If it holds \(n_m\) substrate atoms per volume, its actual thickness is \(nX/n_m\).

The EPC equals \(X\) if the ions remove all the modified material and nothing else. For now I assume this: the ion energy lies above the removal threshold of modified material and below that of bare material, with no spontaneous etching and no redeposition.

"One plane" also depends on the crystal face. For silicon, with lattice parameter \(a=0.5431\) nm, the spacing is \(a/4=0.1358\) nm on (001) and \(a/\sqrt8=0.1920\) nm on (110). On (111) it alternates between 0.0784 and 0.2352 nm. Below, silicon supplies this geometry and the density \(n=49.94\ \mathrm{nm^{-3}}\). The reaction parameters are round model values, not a prediction for silicon in a particular plasma.

### How a saturated cycle can remove less than a plane

Consider a surface made of long rows of atomic columns. A reactant fragment needs two free neighbouring columns and covers both. It binds irreversibly, at rate \(\nu\) per free pair, and makes one of the two top atoms removable. Adsorbed fragments do not move.

Let \(G_m(t)\) be the probability that \(m\) given consecutive columns are all free. A fragment can destroy this state by landing on one of the \(m-1\) pairs inside the group. It can also land across either end, which requires one more free column. Therefore

\[
\frac{dG_m}{dt}=-\nu\left[(m-1)G_m+2G_{m+1}\right],\qquad G_m(0)=1.
\]

Try \(G_m=e^{-(m-1)\nu t}\varphi(t)\), with \(\varphi(0)=1\). Substitution gives

\[
e^{-(m-1)\nu t}\left[-(m-1)\nu\varphi+\dot\varphi\right]
=-\nu(m-1)e^{-(m-1)\nu t}\varphi-2\nu e^{-m\nu t}\varphi .
\]

The terms with \(m-1\) cancel. Dividing by \(e^{-(m-1)\nu t}\) leaves an equation that no longer contains \(m\), so the trial form works for every \(m\):

\[
\dot\varphi=-2\nu e^{-\nu t}\varphi,
\qquad
\varphi=\exp\left[-2(1-e^{-\nu t})\right].
\]

There is one neighbouring pair per column in a long row. The fraction \(\theta\) of columns with a removable atom thus grows as

\[
\frac{d\theta}{dt}=\nu G_2=\nu e^{-\nu t}\exp\left[-2(1-e^{-\nu t})\right].
\]

With \(u=1-e^{-\nu t}\) and \(du=\nu e^{-\nu t}dt\), this becomes \(d\theta=e^{-2u}du\), and

\[
\theta(t)=\frac{1-e^{-2u}}{2}
=\frac12\left\{1-\exp\left[-2(1-e^{-\nu t})\right]\right\}.
\]

At short times \(\theta\simeq\nu t\), as it should be on an empty surface. At long times \(u\to1\) and

\[
\theta_\infty=\frac{1-e^{-2}}2=0.432 .
\]

Adsorption has stopped, although isolated free columns remain: no further fragment fits. With the (001) plane spacing of silicon, the model EPC is \(0.432\times0.1358=0.059\) nm. Only the spacing is taken from silicon here; the rows of columns do not represent its real surface structure. If both covered atoms left, it would be \(2\theta_\infty=0.865\) planes, still less than one. If instead every top atom could react without blocking its neighbours, and nothing reacted below, saturation would give one plane. One plane per cycle is thus a possible special case.

### Where the fraction goes

In one saturated cycle a column loses either one atom or none. Let \(b=1\) or \(0\) record this. Its mean is \(\theta_\infty\). Because \(b^2=b\), its variance is \(\theta_\infty-\theta_\infty^2=\theta_\infty(1-\theta_\infty)\).

Suppose each removal step also clears the fragments, blocking ignores height differences, and successive cycles are independent. Means and variances then add. After \(M\) cycles the mean depth is \(M\theta_\infty\) planes and the height variance is \(M\theta_\infty(1-\theta_\infty)\) planes squared.

For \(M=30\) the formulas give a mean of 12.97 planes and a variance of 7.36. A random simulation of one finite row of 20000 columns gives 12.97 and 7.51; the variance of such a row scatters by about 0.07 from run to run. The root-mean-square height variation predicted by the formula is \(\sqrt{7.36}=2.7\) planes, so a steady EPC does not imply a flat surface. Relaxation of surface atoms, left out here, could reduce this roughness. The steady EPC itself rests on the assumption that blocking ignores height differences: if a fragment could bind only to two columns of nearly equal height, the growing roughness would remove available pairs, and the EPC of this row model would fall from cycle to cycle.

### How a cycle can remove several planes

Now let energetic reactant particles penetrate the solid. I assume that they remove no atoms themselves; in a real process their energy must be low enough for this to hold. This is a real restriction: an O, F or Cl particle that travels about 1 nm in silicon carries some tens of eV, several times the surface binding energy, so for such reactants some etching during this step is possible. Their flux is \(F\), and \(S(x)\) is the probability that a particle stops deeper than \(x\). The material is modified down to a sharp front at \(x\). I assume that a particle stopping beyond the front migrates back to it and converts one substrate atom at the front; one stopping in the already saturated layer eventually leaves without converting an atom. Stopping depths are measured on the same original-crystal scale as \(X\), and their distribution is assumed not to change as the layer grows.

On an area \(A\), the conversion rate is \(FAS(x)\), and each converted atom advances the average front by \(1/(nA)\). Hence

\[
\frac{dx}{dt}=\frac Fn S(x).
\]

This is a continuum model, meant for layers several planes deep.

Suppose first that stopping depths are uniformly distributed from zero to a maximum \(R\). Then \(S=1-x/R\). Separating variables, starting from a bare surface,

\[
\int_0^X\frac{dx}{1-x/R}=\frac{Ft}{n}
\quad\Longrightarrow\quad
-R\ln\left(1-\frac XR\right)=\frac{Ft}{n},
\]

and therefore

\[
X(t)=R\left(1-e^{-T}\right),\qquad T=\frac{Ft}{nR}.
\]

The depth saturates at \(R\), which has no connection with \(d\).

Take \(F=50\ \mathrm{nm^{-2}\,s^{-1}}\), \(R=1\) nm and \(t=5\) s. Since \(F/n=1.0012\) nm/s, we have \(T=5.006\), and \(X=1-e^{-5.006}=0.993\) nm. That is \(0.993/0.1358=7.3\) planes on (001). If the same depth were modified on (110), it would be \(0.993/0.1920=5.2\) planes. Doubling the exposure to 10 s increases the depth by only 0.67 %, so this modification step is close to saturation.

Penetration does not guarantee such a plateau. The strict limit above comes from the hard cutoff at \(R\): if \(S(x)>0\) at every depth, as for any distribution with a tail, the front keeps advancing, however slowly. If the stopping depths are exponentially distributed with mean \(\lambda\), then \(S=e^{-x/\lambda}\), and

\[
\int_0^X e^{x/\lambda}dx=\lambda\left(e^{X/\lambda}-1\right)=\frac{Ft}{n}
\quad\Longrightarrow\quad
X=\lambda\ln\left(1+\frac{Ft}{n\lambda}\right).
\]

For \(\lambda=0.20\) nm and 5 s this gives 0.652 nm, or 4.8 planes on (001). Doubling the time now adds 20.7 %. Growth slows, but in this model it has no upper bound. Such a step can be called softly saturating over a limited range of exposure, but not strictly self-limiting.

### Why aiming for one plane can be the wrong choice

In the finite-range model one can stop the exposure when \(X=d\). The required time is

\[
t_d=-\frac{nR}{F}\ln\left(1-\frac dR\right)=0.146\ \mathrm{s}.
\]

At this moment the growth rate is still \(1-d/R=0.864\) of its initial value. After twice the time, the unmodified fraction of the range is \((1-d/R)^2\), so

\[
X(2t_d)=R\left[1-\left(1-\frac dR\right)^2\right]
=2d-\frac{d^2}{R}=0.253\ \mathrm{nm}.
\]

The increase relative to \(d\) is \(1-d/R\), or 86 %. One plane per cycle would here be obtained by timing, not by self-limitation. A one-plane layer lies at the edge of a continuum description, so the precise time should not be taken literally; the point is that nothing in this growth law stops at \(d\).

### When modified depth and etched depth differ

So far the ions removed the whole modified layer. Let the ion fluence per cycle be \(\Phi\), and let each ion remove on average \(Y\) substrate atoms while modified material remains. The greatest depth the ions can remove is

\[
r=\frac{Y\Phi}{n}.
\]

If \(r\ge X\), a cycle starting from a bare surface removes \(X\) and leaves it bare again. The EPC is \(X\).

If \(r<X\), some modified material stays. In the finite-range model, let \(x_0\) be the residue at the start of a cycle. The growth equation makes \(R-x\) decay by the factor \(e^{-T}\), so the depth before removal is

\[
x_1=R-(R-x_0)e^{-T}.
\]

This is at least \(X\), hence larger than \(r\), and the ions remove \(r\). The next residue is \(x_0'=x_1-r\). A repeating cycle requires \(x_0'=x_0=x_*\):

\[
x_*=R-(R-x_*)e^{-T}-r
\quad\Longrightarrow\quad
(R-x_*)(1-e^{-T})=r,
\]

\[
x_*=R-\frac{r}{1-e^{-T}}.
\]

It is positive because \(r<R(1-e^{-T})=X\). Subtracting the repeating-cycle equation from the general one gives \(x_0'-x_*=(x_0-x_*)e^{-T}\), so the residue converges to \(x_*\). Both cases together read

\[
\mathrm{EPC}=\min(r,X).
\]

With \(Y=0.5\) and \(\Phi=40\ \mathrm{nm^{-2}}\), the removal capacity is \(r=0.5\times40/49.94=0.40\) nm. For a 5 s exposure the modified depth before removal settles at 0.997 nm, yet the EPC is 0.40 nm. With a 1 s exposure the modified depth is 0.767 nm, and the EPC is again 0.40 nm.

A plateau against reactant exposure therefore does not show that removal is complete. Here the EPC is still proportional to ion fluence. Complete removal after 5 s needs

\[
\Phi\ge\frac{nX}{Y}=\frac{49.94\times0.9933}{0.5}=99.2\ \mathrm{nm^{-2}}.
\]

At \(200\ \mathrm{nm^{-2}}\) the EPC is 0.993 nm, the full modified depth. The simulated cycles agree with these values within 0.01 nm, as the numerical output shows.

This second plateau depends on the ion energy window. If ions also remove bare material with yield \(Y_b\), the ions left after the modified layer is gone add \(Y_b(\Phi-nX/Y)/n\) to the EPC. It then keeps rising with fluence.

The directionality comes from the same step. An ideal vertical wall receives no ions travelling along the surface normal, so \(\Phi=0\) and \(r=0\) there. It may be modified, but under these assumptions it is not etched.

### What to check in your process

Vary the reactant exposure with ample ion fluence, then vary the ion fluence with ample reactant exposure. Ample ion fluence means enough to remove the whole modified layer even at the longest exposure in the scan: raising the fluence further there should not change the EPC. Otherwise the ions can impose a plateau on a modification step that has none. If the EPC levels off in both cases, the cycle is self-limiting over the ranges examined, whether the plateau lies at 0.4, 1 or 7 planes. That the modification step itself has saturated follows only if enough ions remove all modified material, as assumed here; if ion removal stops at a depth of its own, both scans can be flat while the modified layer still thickens with exposure. Conversely, an EPC equal to \(d\) does not prove plane-by-plane removal: the same average results if half the columns lose two atoms and the other half lose none.

## Calculated quantities

```
silicon lattice parameter: 0.5431 nm
atomic density: 49.94 nm^-3
plane spacing (001): 0.1358 nm
plane spacing (110): 0.1920 nm
alternating spacings (111): 0.0784, 0.2352 nm
atoms per area in a (001) plane: 6.781 nm^-2
BLOCKED ADSORPTION
nu t = 0.5: theta formula 0.2724, simulation 0.2729
nu t = 1.0: theta formula 0.3588, simulation 0.3590
nu t = inf: theta formula 0.4323, simulation 0.4322
saturated EPC, one atom per fragment: 0.0587 nm
saturated EPC, two atoms per fragment: 0.8647 planes = 0.1174 nm
cycles simulated on one row: 30
mean depth: formula 12.970, simulation 12.968 planes
height variance: formula 7.363, simulation 7.510 planes^2
PENETRATING REACTANT
flux F: 50.0 nm^-2 s^-1; F/n: 1.0012 nm/s
finite range R: 1.00 nm; exponential mean depth: 0.20 nm
t = 0.5 s, finite: formula 0.3938, simulation 0.3941 nm
t = 0.5 s, exponential: formula 0.2507, simulation 0.2535 nm
t = 5.0 s, finite: formula 0.9933, simulation 0.9936 nm
t = 5.0 s, exponential: formula 0.6519, simulation 0.6533 nm
t = 10.0 s, finite: formula 1.0000, simulation 1.0000 nm
t = 10.0 s, exponential: formula 0.7866, simulation 0.7827 nm
finite, 5 s, in (001) planes: 7.316
exponential, 5 s, in (001) planes: 4.801
finite, gain on doubling 5 s: 0.67 %
exponential, gain on doubling 5 s: 20.67 %
finite, time to modify one (001) plane: 0.1457 s
finite, depth after twice that time: formula 0.2531, simulation 0.2549 nm
finite, gain on doubling one-plane time: 86.4 %
REPEATED CYCLES, FINITE RANGE
ion yield Y: 0.50 atoms per ion
fluence for complete removal after 5 s: 99.2 nm^-2
t = 1.0 s, fluence = 40 nm^-2, removal capacity = 0.4005 nm
  EPC: formula 0.4005, simulation 0.3996 nm
  modified depth before removal: formula 0.7674, simulation 0.7688 nm
t = 5.0 s, fluence = 40 nm^-2, removal capacity = 0.4005 nm
  EPC: formula 0.4005, simulation 0.4003 nm
  modified depth before removal: formula 0.9973, simulation 0.9974 nm
t = 5.0 s, fluence = 90 nm^-2, removal capacity = 0.9011 nm
  EPC: formula 0.9011, simulation 0.8993 nm
  modified depth before removal: formula 0.9939, simulation 0.9939 nm
t = 5.0 s, fluence = 200 nm^-2, removal capacity = 2.0024 nm
  EPC: formula 0.9933, simulation 0.9934 nm
  modified depth before removal: formula 0.9933, simulation 0.9934 nm
```
